# Murgatroyd's Approximation for Space-Charge-Limited Current with Field-Dependent Mobility, part 1

(Sections cited here and not found follow in the second part.)

## I. The exact current

### What dimensions allow

A film of thickness \(L\) carries a steady current density \(J\) under a voltage \(V\). One contact injects carriers freely. The carriers drift with a mobility that rises with the field \(E\),

\[
\mu(E)=\mu_0\exp\!\left(b\sqrt E\right), \tag{1}
\]

and their own charge, in a medium of permittivity \(\varepsilon\), shapes the field. If diffusion is neglected and the contact supplies neither a length nor a carrier density of its own, the current can depend on \(\varepsilon,\mu_0,V,L\) and \(b\) alone.

Take charge, voltage, length and time as independent units. This is permissible because no inertia enters the drift problem, so nothing ties charge times voltage to a mechanical energy. The units are then

- \(\varepsilon\): charge/(voltage × length);
- \(\mu_0\): length²/(voltage × time);
- \(J\): charge/(length² × time);
- \(b\): (length/voltage)\(^{1/2}\).

Charge enters \(J\) to the first power, and among the other quantities it occurs in \(\varepsilon\) alone, so \(J\propto\varepsilon\). Inverse time likewise requires one factor \(\mu_0\). The product \(\varepsilon\mu_0\) has units charge × length/(voltage² × time). Multiplication by \(V^2/L^3\) gives the units of \(J\). The remaining freedom is a function of the dimensionless quantity

\[
g=b\sqrt{V/L}. \tag{2}
\]

Therefore

\[
J=\frac98\,\varepsilon\mu_0\frac{V^2}{L^3}\,G(g). \tag{3}
\]

The factor \(9/8\) is inserted so that \(G(0)=1\), as will be shown. Murgatroyd's approximation is the statement

\[
G(g)\approx e^{0.891\,g}. \tag{4}
\]

Dimensional analysis fixes the argument of the exponential but cannot supply the number 0.891, or show that \(G\) is an exponential.

Equation (3) already has a consequence that can be compared with measurements. At a fixed mean field \(V/L\), the product \(JL\) is independent of thickness. Halving the thickness and the voltage together doubles \(J\). A film with a fixed, uniform carrier density would instead show the same \(J\) at the same mean field. This distinction assumes that the material and the contacts do not change with thickness.

### Where the mobility law comes from

Let the carriers be electrons, of charge \(-q\) with \(q>0\). The coordinate \(x\) runs from the injecting contact at \(x=0\) towards the other contact at \(x=L\). The electric field vector points towards negative \(x\); \(E\) denotes its magnitude, and \(J\) the magnitude of the current density. With these conventions \(E\), \(J\) and \(V\) are all positive.

Most injected electrons sit in traps. Let \(n\) be their density, \(n_f\) the much smaller density of mobile electrons in the band, \(\mu_{\rm band}\) the band mobility and \(N\) the trap density. In a steady state capture balances emission. At zero field and for a nondegenerate band, equilibrium gives

\[
\frac{n_f(N-n)}{n}=N_c\,e^{-E_t/k_BT}. \tag{5}
\]

Here \(E_t\) is the trap depth, \(N_c\) the effective density of band states, \(k_B\) Boltzmann's constant and \(T\) the temperature. Any spin degeneracy factor of the trap is set to one.

The traps are taken to be positively charged when empty. An escaping electron then feels a Coulomb attraction as well as the applied field. Along the direction of the applied force its energy, measured from the band edge at the trap, is

\[
U(r)=-\frac{q^2}{4\pi\varepsilon_{\rm opt}r}-qEr. \tag{6}
\]

The optical permittivity \(\varepsilon_{\rm opt}\) is used because the ions are assumed not to follow the escape. Setting \(U'(r)=0\) gives the saddle distance

\[
r_s=\sqrt{\frac{q}{4\pi\varepsilon_{\rm opt}E}}. \tag{7}
\]

At this distance the two terms of (6) are equal, because \(q/(4\pi\varepsilon_{\rm opt}r_s)=Er_s\). The barrier is therefore lowered by

\[
2qEr_s=q\beta\sqrt E,\qquad
\beta=\sqrt{\frac{q}{\pi\varepsilon_{\rm opt}}}. \tag{8}
\]

If the capture coefficient does not depend on the field, the emission rate and hence the right side of (5) are multiplied by \(\exp(q\beta\sqrt E/k_BT)\). For weakly filled traps, \(n\ll N\), this gives

\[
n_f=n\,\frac{N_c}{N}\,e^{-E_t/k_BT}\,e^{b\sqrt E},\qquad
b=\frac{q\beta}{k_BT}. \tag{9}
\]

The current \(J=qn_f\mu_{\rm band}E\) can be written as \(J=qn\mu(E)E\), with \(\mu(E)\) given by (1) and

\[
\mu_0=\mu_{\rm band}\frac{N_c}{N}e^{-E_t/k_BT}. \tag{10}
\]

The trap-controlled mobility is thus the band mobility times the fraction of the injected charge that is free.

The charge balance needs one more assumption. A donor-like trap becomes neutral when it captures an electron. Before injection, the positive charge of the empty traps is taken to be balanced by negatively charged deep acceptors. Each captured electron then leaves one uncompensated negative charge. This is how the same traps can attract escaping electrons and also produce negative space charge.

### Integrating the drift equations

With the sign conventions above, Poisson's equation for the field magnitude is

\[
\frac{dE}{dx}=\frac{qn}{\varepsilon}. \tag{11}
\]

The permittivity here is the static one, because the field is steady. Free electrons are neglected in the charge since \(n_f\ll n\). Diffusion is neglected, and the freely injecting contact is represented by \(E(0)=0\).

Equation (11) gives \(qn=\varepsilon\,dE/dx\). Inserting this in \(J=qn\mu(E)E\) yields

\[
J=\varepsilon\mu_0E\,e^{b\sqrt E}\frac{dE}{dx}. \tag{12}
\]

In a steady state \(J\) is the same at every \(x\), so the variables separate:

\[
J\,dx=\varepsilon\mu_0E\,e^{b\sqrt E}\,dE. \tag{13}
\]

Let \(E_L=E(L)\) be the field at the exit. Define

\[
s=b\sqrt{E_L},\qquad
F_m(s)=\int_0^1u^m e^{s\sqrt u}\,du. \tag{14}
\]

In the integral of (13) put \(E=E_Lu\). Then \(E\,dE=E_L^2u\,du\) and \(b\sqrt E=s\sqrt u\), so that

\[
JL=\varepsilon\mu_0E_L^2F_1(s). \tag{15}
\]

The voltage is the integral of the field magnitude. Multiplying (13) by \(E\) before integrating gives

\[
JV=J\int_0^LE\,dx=\varepsilon\mu_0E_L^3F_2(s). \tag{16}
\]

Dividing (16) by (15) relates the exit field to the mean field:

\[
\frac VL=E_L\frac{F_2}{F_1}. \tag{17}
\]

Multiply by \(b^2\) and take the square root. Since \(b^2E_L=s^2\),

\[
g=s\sqrt{\frac{F_2(s)}{F_1(s)}}. \tag{18}
\]

Next substitute \(E_L=(V/L)F_1/F_2\) into (15):

\[
J=\frac{\varepsilon\mu_0}{L}\frac{V^2}{L^2}
\frac{F_1^2}{F_2^2}F_1
=\varepsilon\mu_0\frac{V^2}{L^3}\frac{F_1^3}{F_2^2}. \tag{19}
\]

Comparison with (3) gives

\[
G=\frac89\,\frac{F_1(s)^3}{F_2(s)^2}. \tag{20}
\]

Equations (18) and (20) are the exact solution of this drift model in parametric form. To find the current at a given voltage, one solves (18) for \(s\) and inserts the result in (20).

There is one such \(s\) for each \(g\). The ratio \(F_2/F_1\) is the average of \(u\) with the normalized weight \(ue^{s\sqrt u}/F_1\). Differentiating this average with respect to \(s\) gives the covariance of \(u\) and \(\sqrt u\) under that weight. The covariance is positive because both quantities increase with \(u\). Hence \(F_2/F_1\) rises with \(s\), and \(g\) rises steadily from zero without bound.

For \(b=0\), \(F_1=1/2\) and \(F_2=1/3\). Then \(F_1^3/F_2^2=9/8\), so \(G=1\) and (3) is the Mott-Gurney law. In this limit (13) gives \(E\propto\sqrt x\), and (11) gives \(n\propto x^{-1/2}\). The density diverges at the contact, but its integral is finite. The divergence marks the place where neglecting diffusion and trap filling must fail.

### The integrals in closed form

The square root in (14) is removed by \(u=t^2\), \(du=2t\,dt\):

\[
F_1=2A_3,\qquad F_2=2A_5,\qquad
A_m=\int_0^1t^m e^{st}\,dt. \tag{21}
\]

Integration by parts gives a recurrence,

\[
A_m=\frac{e^s}{s}-\frac ms A_{m-1},\qquad
A_0=\frac{e^s-1}{s}. \tag{22}
\]

Applying it repeatedly,

\[
\begin{aligned}
A_1&=\frac{e^s(s-1)+1}{s^2},\\
A_2&=\frac{e^s(s^2-2s+2)-2}{s^3},\\
A_3&=\frac{e^s(s^3-3s^2+6s-6)+6}{s^4},\\
A_4&=\frac{e^s(s^4-4s^3+12s^2-24s+24)-24}{s^5},\\
A_5&=\frac{e^s(s^5-5s^4+20s^3-60s^2+120s-120)+120}{s^6}.
\end{aligned} \tag{23}
\]

Thus \(G\) requires elementary functions and the solution of one scalar equation. For very small \(s\) the numerators nearly cancel, and the power series is the better tool.

Direct numerical integration of (11) and (12), with \(J\) adjusted until the voltage had its required value, was compared with (18) and (20) at \(g=1,4,6\) and 9. The largest relative difference in current was \(4\times10^{-9}\).

### A weak field dependence

For small \(s\), expand \(e^{s\sqrt u}=1+s\sqrt u+O(s^2)\). Then

\[
F_1=\frac12+\frac25s+O(s^2),\qquad
F_2=\frac13+\frac27s+O(s^2). \tag{24}
\]

The relative changes are \(4s/5\) and \(6s/7\). Taking the logarithm of (20),

\[
\ln G=3\left(\frac45s\right)-2\left(\frac67s\right)+O(s^2)
=\frac{24}{35}s+O(s^2). \tag{25}
\]

To this order (18) gives \(g=s\sqrt{2/3}\), or \(s=g\sqrt{3/2}\). Hence

\[
\ln G=\frac{12\sqrt6}{35}\,g+O(g^2)\approx0.840\,g. \tag{26}
\]

The initial coefficient is below 0.891. It is also below 1, the value obtained by putting the mean field into the mobility. To see why, suppose for a moment that the mobility is \(\mu_0[1+m(y)]\), with \(y=x/L\) and \(|m|\ll1\). From \(J=\varepsilon\mu E\,dE/dx\),

\[
\frac{d(E^2)}{dy}=\frac{2JL}{\varepsilon\mu_0}\,[1-m(y)]. \tag{27}
\]

Let \(M(y)=\int_0^ym(z)\,dz\). Integrating (27) and expanding the square root to first order gives

\[
E=\sqrt{\frac{2JL}{\varepsilon\mu_0}}
\left[\sqrt y-\frac{M(y)}{2\sqrt y}\right]. \tag{28}
\]

The voltage contains the integral of \(M/\sqrt y\). Reversing the order of integration,

\[
\int_0^1\frac{M(y)}{\sqrt y}\,dy
=\int_0^1m(z)\int_z^1\frac{dy}{\sqrt y}\,dz
=2\int_0^1m(z)(1-\sqrt z)\,dz. \tag{29}
\]

Therefore

\[
V=\frac{2L}{3}\sqrt{\frac{2JL}{\varepsilon\mu_0}}
\left[1-\frac32\int_0^1m(z)(1-\sqrt z)\,dz\right]. \tag{30}
\]

At fixed \(V\), a decrease of the bracket must be offset by an increase of \(\sqrt J\). The factor 2 from the square root gives

\[
\delta\ln J=\int_0^1 3(1-\sqrt y)\,m(y)\,dy. \tag{31}
\]

The weight in (31) integrates to one. Its integral from 0 to \(y\) is \(3y-2y^{3/2}\), which equals \(1/2\) at \(y=1/4\). The quarter of the film next to the injecting contact therefore has as much influence as the other three quarters. Slow carriers near the entrance build up charge that raises the field throughout the film beyond them, which costs voltage. Slow carriers near the exit affect a short remaining path.

The unperturbed Mott-Gurney field is \(E=(3/2)(V/L)\sqrt y\). To first order in \(b\), the field-dependent mobility is equivalent to

\[
m(y)=b\sqrt E=g\sqrt{\tfrac32}\,y^{1/4}. \tag{32}
\]

The change of the field caused by \(m\) alters \(m\) itself at second order and can be dropped here. Inserting (32) in (31) gives \(3\sqrt{3/2}\,(4/5-4/7)g\), which is again (26).

An unweighted average of (32) gives \(\sqrt{3/2}\,(4/5)g\approx0.980\,g\). The spread of field values thus lowers the coefficient from 1 to 0.980. The greater influence of the low-field entrance lowers it further to 0.840.

## II. The meaning of 0.891 and a worked film

### Results carried forward

The current density is \(J=(9/8)\varepsilon\mu_0(V^2/L^3)G(g)\), with \(g=b\sqrt{V/L}\). The mobility is \(\mu_0e^{b\sqrt E}\), \(L\) is the thickness, \(V\) the voltage and \(\varepsilon\) the static permittivity. With \(E_L\) the exit field and \(s=b\sqrt{E_L}\), (18) and (20) read

\[
g=s\sqrt{F_2/F_1},\qquad G=\frac89\frac{F_1^3}{F_2^2}. \tag{33}
\]

The integrals \(F_1\) and \(F_2\) follow from (21) and (23). For small \(g\), \(\ln G\approx0.840g\). The model includes drift in one dimension, weakly filled traps and a contact at which \(E=0\).

### A strong field dependence

For large \(s\), the terms without \(e^s\) in (23) are exponentially small compared with the others. Dropping them gives

\[
\begin{aligned}
F_1&=\frac{2e^s}{s}\left(1-\frac3s+\frac6{s^2}+\cdots\right),\\
F_2&=\frac{2e^s}{s}\left(1-\frac5s+\frac{20}{s^2}+\cdots\right).
\end{aligned} \tag{34}
\]

In \(3\ln F_1-2\ln F_2\), the coefficient of \(1/s\) is \(-9+10=1\). Hence

\[
\ln G=s-\ln s+\ln\frac{16}{9}+\frac1s+O(s^{-2}). \tag{35}
\]

The number \(16/9\) is \(8/9\) times the factor 2 left over from \(2^3/2^2\).

To express this in terms of \(g\), first divide the two series. Since
\((1-3/s+6/s^2)^{-1}=1+3/s+3/s^2+\cdots\),

\[
\frac{F_2}{F_1}=1-\frac2s+\frac8{s^2}+O(s^{-3}), \tag{36}
\]

where \(8=20-15+3\). The square root is \(1-1/s+(4-1/2)/s^2\), so

\[
g=s-1+\frac7{2s}+O(s^{-2}),\qquad
s=g+1-\frac7{2g}+O(g^{-2}). \tag{37}
\]

Also \(\ln s=\ln g+1/g+O(g^{-2})\). This \(1/g\) cancels the \(1/s\) in (35), leaving

\[
\ln G=g-\ln g+1+\ln\frac{16}{9}-\frac7{2g}+O(g^{-2}). \tag{38}
\]

Thus \(\ln G/g\to1\). Equation (36) gives the reason: \(E_L\) approaches \(V/L\), so the field becomes nearly uniform over most of the film. A small rise of the field then increases the drift speed greatly. At constant current the carrier density falls by the same factor, so beyond a layer near the injecting contact little charge remains and the field rises only slightly.

The current itself does not approach the uniform-field estimate \(G=e^g\). From (38), \(G/e^g\approx(16e/9)/g\) at large \(g\), and this ratio falls to zero. The logarithms of the two currents have a ratio tending to one, while the currents do not.

The drift model has been solved exactly in parametric form, and \(\ln G/g\) has been shown to start at 0.840 for weak field dependence and to tend to 1 for strong. What remains is to find what the constant 0.891 represents, and to apply the solution to a film of amorphous silicon carbide and examine the model's assumptions there.

All numerical values are calculated from the stated model.
